Can Bader basins be found from the pseudo valence density?

**Question**

I have a converged PAW calculation and want Bader charges. The pseudo valence density is smooth and already on a regular grid. The core electrons sit deep inside the atoms, while the surfaces between atoms lie out in the bonding region, where the pseudo and true valence densities should agree. Can I find the basins from the pseudo valence density alone? If not, what goes wrong, and is it the core or the reconstructed valence density that repairs it?

**Answer**

Not in general. Your argument holds if the whole dividing surface lies outside the augmentation spheres and where the core density has a negligible gradient. Nothing guarantees that, and a diatomic model shows what happens otherwise. I use Hartree atomic units, with charges in units of e.

**What defines a basin**

A Bader basin is the set of points whose steepest-ascent paths on the total electron density n end at the same maximum, normally a nucleus. No path crosses the surface between two basins, so with u the surface normal,

∇n·u = 0.

This condition alone does not identify the surface. In a diatomic molecule, any plane containing the axis satisfies it by symmetry. The dividing surface consists of the ascent paths that end at the bond critical point, which is a minimum of n along the axis and a maximum across it. A density can therefore yield this surface only if it has a maximum on each side of it.

**The model**

Nucleus A (charge 3) is at z = 0 and nucleus B (charge 1) at z = d = 3 bohr. A has two frozen core electrons with orbital ∝ exp(−αr). Two valence electrons are shared, f on A and 2 − f on B. The density is a sum of spherical site densities, not a self-consistent solution. The valence orbitals are

φ_A ∝ exp(−βr) − k exp(−αr),  φ_B ∝ exp(−ηr),

with α = 2.7, β = 0.8 and η = 1.2 bohr⁻¹. Orthogonality to the core fixes k. Since ∫₀^∞ r² exp(−sr) dr = 2/s³,

0 = ∫ exp(−αr) [exp(−βr) − k exp(−αr)] 4πr² dr
 = 8π [1/(α+β)³ − k/(2α)³],

so

k = [2α/(α+β)]³ = (5.4/3.5)³ = 3.673.

φ_A vanishes where exp(−βr) = k exp(−αr), that is, at r = ln k/(α−β) = 0.685 bohr.

Inside the sphere radius r_c (1.8 bohr for A, 1.1 bohr for B, so the spheres do not overlap), each orbital is replaced by

φ̃ = a + br² + cr⁴.

Matching value, slope and curvature at r_c gives

φ = a + br_c² + cr_c⁴,
φ′ = 2br_c + 4cr_c³,
φ″ = 2b + 12cr_c².

Subtracting φ′/r_c from φ″ removes b and leaves 8cr_c². Hence

c = (φ″ − φ′/r_c)/(8r_c²),
b = φ′/(2r_c) − 2cr_c²,
a = φ − br_c² − cr_c⁴.

The pseudo valence density is ñ = f|φ̃_A|² + (2−f)|φ̃_B|². The full density is recovered by

n = ñ + Σ_a (n¹_a − ñ¹_a) + n_core,

where n¹_a and ñ¹_a are the true and pseudo valence densities inside sphere a. In this model the neighbour's tail enters both equally and cancels. Sphere A therefore contributes f(|φ_A|² − |φ̃_A|²), and sphere B the same expression with 2 − f and φ_B.

**Where critical points can lie**

Let g_A and g_B be the site densities, including occupations, and r_A and r_B the distances from the nuclei. At distance ρ from the axis,

∂n/∂ρ = ρ (g_A′/r_A + g_B′/r_B).

If both site densities decrease with distance, this is negative for every ρ > 0, so there is no critical point off the axis. On the axis beyond either nucleus, both slopes have the same sign and cannot cancel. Critical points therefore lie on the segment between the nuclei, where

dn/dz = g_A′(z) − g_B′(d−z) = −|g_A′(z)| + |g_B′(d−z)|.

The program confirms the radial decrease on a grid, for the pseudo site densities and for the full ones at both values of f used below. From the minimum on the segment, the surface follows a gradient line outward:

dz/dρ = (∂n/∂z)/(∂n/∂ρ).

**First failure: the surface is misplaced**

Take f = 1. At nucleus A the full density is 14.3 bohr⁻³, and the pseudo density is 0.025 bohr⁻³. Instead of a nuclear peak, ñ has a low hill whose top is pushed by B's tail to z = 0.13 bohr. The minima between the nuclei are:

- pseudo valence: z = 0.890 bohr
- reconstructed valence, no core: z = 0.677 bohr
- core plus pseudo valence: z = 1.480 bohr
- core plus reconstructed valence: z = 1.457 bohr

The last is the reference, since it is the model's full density. The pseudo minimum is displaced by

0.890 − 1.457 = −0.567 bohr = −0.300 Å,

towards A. The correct minimum lies inside A's sphere (1.457 < 1.8), where agreement between ñ and the true valence density is not imposed and the core slope still counts.

Gauss's theorem gives an independent check. For a region V,

∫_V ∇²n dV = ∮ ∇n·dS.

This vanishes for a true basin: the flux through the dividing surface is zero, and the density decays at infinity. The nuclear cusp adds nothing, because the slope there is finite while the area of a small sphere around it tends to zero. For the region on A's side, the full density gives 0.000 bohr⁻² with its own surface and −0.390 bohr⁻² with the pseudo surface. The negative sign means that, on balance, the full density is still falling as one leaves A through the pseudo surface.

To isolate the effect on the charge, integrate the same full density over both regions:

correct basin: q_A = 3 − 2.906 = +0.094,
pseudo basin: q_A = 3 − 2.803 = +0.197.

The misplaced surface moves 0.103 electrons from A to B and roughly doubles the charge of A.

If you also integrate ñ itself over the pseudo basin, you find 0.852 electrons. Assigning both core electrons to A then gives q_A = 3 − 2 − 0.852 = +0.148. This is closer to +0.094 only because two further errors partly cancel the first: ñ is the wrong valence density inside the region, and both core electrons are counted on A although part of the core density lies beyond a surface that passes 0.89 bohr from the nucleus.

**Second failure: the surface does not exist**

At nucleus A the pseudo site density of A has zero slope, so B's tail makes ñ rise towards B. A maximum near A requires ñ to fall again somewhere before B's sphere. Write p_A and p_B for the pseudo site densities per electron. The condition is

f |p_A′(z)| > (2−f) |p_B′(d−z)|

for some z in that range. Let R be the largest value of |p_A′(z)|/|p_B′(d−z)| there. Then

fR > 2 − f, so f(1+R) > 2, so f > f_c = 2/(1+R).

Here R = 1.578 and f_c = 2/2.578 = 0.776. The program finds one minimum between the nuclei at f_c + 0.01 and none at f_c − 0.01.

Now make A strongly positive, with f = 0.2. The pseudo density has no minimum between the nuclei. Since its critical points can lie only on that segment, it has a single maximum, near B, and B's basin takes all space. The full density still has a minimum, at z = 1.353 bohr, and its basin around A holds 2.186 electrons, so q_A = +0.814. Here the pseudo density gives no partition at all.

**Core or reconstruction?**

For the position of the surface in this model, mostly the core. Adding it to the pseudo valence density reduces the displacement at f = 1 from 0.567 bohr towards A to about 0.02 bohr towards B. Reconstructing the valence density removes the remainder.

At d = 3 bohr and f = 1, reconstruction without the core does not work. The true valence density has an inner peak at A, but φ_A vanishes at 0.685 bohr. At that node |φ_A|² has zero slope while B's tail rises towards B, so the axial minimum falls slightly before it, at 0.677 bohr. The basin of A shrinks to a small region around the nucleus. In the numerical check, ascent paths from two points inside the node end at A, while those from four points outside it, three of them behind A, end at B.

Reconstruction also corrects the electron count. Per electron, the true density minus the pseudo density integrates to −0.029 in sphere A and +0.077 in sphere B. The pseudo orbital thus holds slightly too much charge on A and too little on B.

**When your argument is right**

Outside the spheres ñ equals the true valence density, so ∇n and ∇ñ differ only by the core gradient. If that is negligible along the whole dividing surface, the surface is made of gradient lines of ñ too, and ascent paths of ñ cannot cross it. Should ñ have several maxima on one side, their basins must be merged into one atom.

Stretching the model to d = 6 bohr with f = 1 produces this situation. Both minima are at z = 3.295 bohr, and within 4 bohr of the axis the two surfaces differ by less than 0.0002 bohr.

The populations still differ. The full density gives A 2.994 electrons, or 0.994 after subtracting the two core electrons, whereas ñ gives 1.023. The difference of 0.029 is the excess norm of the pseudo orbital in sphere A, which now lies wholly inside A's basin. A correct surface does not make the bare ñ the right density to integrate. If the grid density of your code is ñ plus a compensation charge that restores the missing norm inside each sphere, the count is right whenever each sphere lies wholly in its own basin; here that gives 0.994. This repairs the integration only, not the position of the surface, so check which density your file holds.

**What to do**

Find the basins from the core plus reconstructed valence density. Then integrate that density and subtract the result from the nuclear charge. On a regular grid the sharp core peak makes this sum converge slowly: with the nucleus on a grid point, the two core electrons of this model are miscounted by 0.14, 0.03 and 0.002 electrons at spacings of 0.3, 0.2 and 0.1 bohr. Converge the charges with the spacing.

You may instead integrate the reconstructed valence density over the same basins and assign each core to its own atom. At d = 3 bohr and f = 1 this gives q_A = 1 − 0.908 = +0.092 instead of +0.094, because about 0.002 core electrons lie beyond the surface.

The sizes of these errors belong to this model, and which failure occurs depends on the sphere radius. At f = 1 the pseudo minimum moves to 1.00 bohr for r_c = 1.89 bohr on A, and for r_c = 1.2, 1.4 or 1.6 bohr there is no pseudo minimum between the nuclei at all. The core plus pseudo valence minimum stays within 0.03 bohr of the reference for all these radii. In your own system, check whether the surfaces obtained from the full density enter an augmentation sphere or a region where the core density still has a noticeable slope.

Computed values

```
alpha, beta, eta = 2.7, 0.8, 1.2 bohr^-1
sphere radii A, B = 1.8, 1.1 bohr; d = 3.0 bohr
orthogonality coefficient k = 3.6726
valence node on A = 0.6847 bohr
missing norm per electron: A -0.0290, B 0.0767
density at nucleus A, pseudo = 0.02495 bohr^-3
density at nucleus A, full = 14.3243 bohr^-3
NEUTRAL SUPERPOSITION, f = 1.0
pseudo maximum near A at z = 0.1304 bohr
bond minimum, pseudo: z = 0.8902 bohr
bond minimum, valence: z = 0.6768 bohr
bond minimum, core+pseudo: z = 1.4797 bohr
bond minimum, full: z = 1.4572 bohr
pseudo minus full position = -0.5671 bohr
the same shift = -0.3001 angstrom
surface at rho=1.0 bohr: pseudo 1.005, full 1.448 bohr
surface at rho=2.0 bohr: pseudo 1.296, full 1.580 bohr
surface at rho=3.0 bohr: pseudo 1.600, full 1.838 bohr
Laplacian integral, full surface = 0.00000 bohr^-2
Laplacian integral, pseudo surface = -0.3898 bohr^-2
full density in full basin A = 2.906 electrons
full density in pseudo basin A = 2.803 electrons
full density in core+pseudo basin A = 2.908 electrons
true valence in full basin A = 0.908 electrons
pseudo valence in pseudo basin A = 0.852 electrons
charge of A: correct +0.094 e, wrong +0.197 e
ascent paths compared with surfaces = 49
largest slope ratio R = 1.5781
critical occupation f_c = 0.7758 electrons
IONIC SUPERPOSITION, f = 0.2
number of pseudo bond minima = 0
full bond minimum z = 1.3534 bohr
full density in basin A = 2.186 electrons
correct charge of A = +0.814 e
STRETCHED CONTROL, d = 6.0 bohr, f = 1.0
bond minimum, pseudo = 3.29481 bohr
bond minimum, full = 3.29497 bohr
largest surface gap, rho<4 bohr = 1.61e-04 bohr
full density in basin A = 2.994 electrons
pseudo valence in basin A = 1.023 electrons
```
